# Why Vertical Ionization of CF4 Leads to CF3+ and F: verification in Python

```python
"""Why ionized CF4 gives CF3+ and not a lasting parent ion.

Result under test: the vertical ionization energy I_v of CF4 exceeds the limit
L = E(CF3+) + E(F) - E(CF4), and on a path from the vertical point to the
fragments no sampled point lies above the start.  Control: CF2, reversed order.
Symbols: R = distance from C to the leaving F, r = other C-F bonds,
theta = angle of those bonds to the axis of the leaving F, margin = I_v - L.
Energies are in hartree inside the functions and in eV when printed.
Atom 0 is C, atom 1 is the leaving F, y = 0 is a mirror plane.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from pyscf import gto, scf, cc, mp, lib, ao2mo
from pyscf.cc import eom_rccsd

lib.num_threads(1)
EV = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10      # angstrom
AMU = const.atomic_mass / const.m_e                            # electron masses
TETRA = np.degrees(np.arccos(-1.0 / 3.0))
TINY, SMALL, LARGE = "6-31g", "def2-svp", "def2-tzvp"
F_ATOM = [["F", (0.0, 0.0, 0.0)]]


def cf_shape(r, theta, R=None):
    """CF3 (R is None) or CF3-F with threefold symmetry, in angstrom."""
    atoms = [["C", (0.0, 0.0, 0.0)]]
    if R is not None:
        atoms.append(["F", (0.0, 0.0, R)])
    t = np.radians(theta)
    for phi in np.radians([0.0, 120.0, 240.0]):
        atoms.append(["F", (r * np.sin(t) * np.cos(phi),
                            r * np.sin(t) * np.sin(phi), r * np.cos(t))])
    return atoms


def run_hf(atoms, basis, charge=0, spin=0, occupied=None, fit=True):
    """Hartree-Fock; 'occupied' seeds a hole in the p_y lone pair of atom 1."""
    mol = gto.M(atom=atoms, basis=basis, charge=charge, spin=spin, verbose=0)
    mf = scf.UHF(mol) if spin else scf.RHF(mol)
    if fit:
        mf = mf.density_fit(auxbasis="def2-svp-jkfit" if basis == TINY else None)
    mf.conv_tol, mf.max_cycle = 1e-7, 80
    guess = None
    if occupied is not None:
        overlap = mol.intor("int1e_ovlp")
        hole = occupied @ overlap[:, mol.search_ao_label("1 F 2py")[0]]
        hole = hole / np.sqrt(hole @ overlap @ hole)
        guess = np.array([occupied, occupied - np.outer(hole, hole)])
    mf.kernel(dm0=guess)
    assert mf.converged
    return mf


def alpha_density(mf):
    dm = np.asarray(mf.make_rdm1())
    return dm / 2 if dm.ndim == 2 else dm[0]


def fitted(mf):
    """Three-index integrals and, per spin, (L|ov), levels; 1s cores frozen."""
    three = lib.unpack_tril(np.vstack([b.copy() for b in mf.with_df.loop()]))
    sets = (zip(mf.mo_coeff, mf.mo_energy, mf.mo_occ)
            if np.ndim(mf.mo_occ) == 2
            else [(mf.mo_coeff, mf.mo_energy, mf.mo_occ)])
    channels = []
    for c, e, occ in sets:
        c, e = np.asarray(c), np.asarray(e)
        o, v = np.where(occ > 0)[0][mf.mol.natm:], np.where(occ == 0)[0]
        ov = np.matmul(np.matmul(c[:, o].T, three), c[:, v])
        channels.append((ov, e[o], e[v], c[:, o], c[:, v]))
    return three, channels


def mp2_correlation(data):
    channels = data[1]

    def pair_sums(A, B, same):
        direct = exchange = 0.0
        for i in range(len(A[1])):
            g = np.tensordot(A[0][:, i, :], B[0], axes=(0, 0))
            w = g / (A[1][i] - A[2][:, None, None] + B[1][None, :, None] - B[2])
            direct += np.sum(g * w)
            if same:
                exchange += np.sum(g.transpose(2, 1, 0) * w)
        return direct, exchange

    if len(channels) == 1:
        d, x = pair_sums(channels[0], channels[0], True)
        return 2 * d - x
    total = pair_sums(channels[0], channels[1], False)[0]
    for ch in channels:
        d, x = pair_sums(ch, ch, True)
        total += 0.5 * (d - x)
    return total


def mp2_energy(mf):
    return mf.e_tot + mp2_correlation(fitted(mf))


def self_energy(data):
    """Highest occupied level and its second-order self-energy."""
    three, [(ov, eo, ev, co, cv)] = data
    level, p = eo[-1], co[:, -1]
    half = three @ p
    g = np.tensordot(half @ cv, ov, axes=(0, 0))            # (pa|jb)
    sigma = np.sum(g * (2 * g - g.transpose(2, 1, 0))
                   / (level + eo[None, :, None] - ev[:, None, None] - ev))
    g = np.tensordot(half @ co, ov, axes=(0, 0))            # (pj|kb)
    sigma += np.sum(g * (2 * g - g.transpose(1, 0, 2))
                    / (level + ev - eo[:, None, None] - eo[None, :, None]))
    return level, sigma


def occupation_slope(mf):
    """Derivative of the MP2 energy by one spin-orbital occupation."""
    n = len(mf.mo_energy)
    g = ao2mo.restore(1, ao2mo.kernel(mf.mol, np.asarray(mf.mo_coeff)), n)
    orb, spin = np.tile(np.arange(n), 2), np.repeat([0, 1], n)
    same = (spin[:, None] == spin[None, :]).astype(float)
    g = g[np.ix_(orb, orb, orb, orb)] * same[:, :, None, None] * same
    g = g.transpose(0, 2, 1, 3)
    g = g - g.transpose(0, 1, 3, 2)
    e = np.asarray(mf.mo_energy)[orb]
    gap = (e[:, None, None, None] + e[None, :, None, None]
           - e[None, None, :, None] - e)
    gap[abs(gap) < 1e-9] = np.inf
    top = np.where(mf.mo_occ > 0)[0][-1]
    active = (orb >= mf.mol.natm).astype(float)

    def energy(n_top):
        filled = (np.asarray(mf.mo_occ)[orb] > 0).astype(float)
        filled[top] = n_top
        f, h = filled * active, (1 - filled) * active
        return 0.25 * np.einsum("pqrs,p,q,r,s->", g**2 / gap, f, f, h, h,
                                optimize=True)
    return (energy(1.1) - energy(0.9)) / 0.2


def scan_length(shape, length, charge=0, step=0.03):
    """MP2 at a round bond length and beside it: vertex, curvature, middle."""
    middle = run_hf(shape(length), SMALL, charge)
    data = fitted(middle)
    e_mid = middle.e_tot + mp2_correlation(data)
    e_lo, e_hi = [mp2_energy(run_hf(shape(length + d), SMALL, charge))
                  for d in (-step, step)]
    curvature = (e_lo + e_hi - 2 * e_mid) / step**2
    vertex = length - (e_hi - e_lo) / (2 * step) / curvature
    assert curvature > 0 and abs(vertex - length) < 0.005
    return vertex, curvature, middle, data, e_mid


def coupled_cluster(atoms, charge=0, spin=0, n_roots=0, basis=TINY):
    """CCSD energy, lowest vertical ionization energies, reference."""
    mf = run_hf(atoms, basis, charge, spin, fit=False)
    solver = cc.CCSD(mf, frozen=len(atoms))
    solver.conv_tol, solver.conv_tol_normt = 1e-5, 5e-4
    if not n_roots:
        solver.kernel()
        assert solver.converged
        return solver.e_tot, None, mf
    eris = solver.ao2mo()
    solver.kernel(eris=eris)
    assert solver.converged
    eom = eom_rccsd.EOMIP(solver)
    eom.conv_tol = 1e-5
    roots = eom.kernel(nroots=n_roots, eris=eris)[0]
    return solver.e_tot, np.atleast_1d(roots), mf


def library_mp2(mf):
    """Second-order correlation energy from the library, exact integrals."""
    return mp.MP2(mf, frozen=mf.mol.natm).kernel()[0]


# ---- the self-energy formula against a derivative, on the free ion F-
anion = run_hf(F_ATOM, SMALL, -1)
sigma_formula, sigma_slope = self_energy(fitted(anion))[1], occupation_slope(anion)
print(f"self-energy of F-, formula and derivative: {sigma_formula * EV:.3f},"
      f" {sigma_slope * EV:.3f} eV")
assert abs(sigma_formula - sigma_slope) < 1e-3      # integral-fitting error

# ---- geometries: round lengths, checked against the computed minima
r4, r3 = 1.32, 1.23
vertex4, curvature, neutral, data, e0 = scan_length(
    lambda r: cf_shape(r, TETRA, r), r4)
vertex3, _, ion_small, _, e_ion = scan_length(
    lambda r: cf_shape(r, 90.0), r3, charge=1)
cf4, cf3_ion = cf_shape(r4, TETRA, r4), cf_shape(r3, 90.0)
print(f"C-F bond used for CF4, CF3+: {r4:.2f}, {r3:.2f} angstrom")
print(f"computed minima (MP2/def2-SVP): {vertex4:.3f}, {vertex3:.3f} angstrom")

# ---- second-order values in two bases
atom_small = run_hf(F_ATOM, SMALL, 0, 1)
e_fatom = mp2_energy(atom_small)
e_limit = e_ion + e_fatom
iv_2, lim_2 = {}, {}
level, sigma = self_energy(data)
iv_2[SMALL], lim_2[SMALL] = -(level + sigma) * EV, (e_limit - e0) * EV
big = run_hf(cf4, LARGE)
data = fitted(big)
level, sigma = self_energy(data)
iv_2[LARGE] = -(level + sigma) * EV
lim_2[LARGE] = (mp2_energy(run_hf(cf3_ion, LARGE, 1))
                + mp2_energy(run_hf(F_ATOM, LARGE, 0, 1))
                - big.e_tot - mp2_correlation(data)) * EV
del data
for basis in (SMALL, LARGE):
    print(f"second order, {basis}: I_2 {iv_2[basis]:.2f},"
          f" limit {lim_2[basis]:.2f} eV")
print(f"minus highest occupied HF level, def2-tzvp: {-level * EV:.2f} eV")
shift_iv, shift_lim = iv_2[LARGE] - iv_2[SMALL], lim_2[LARGE] - lim_2[SMALL]
print(f"basis shift of I_2, limit, difference: {shift_iv:+.2f}, {shift_lim:+.2f},"
      f" {shift_iv - shift_lim:+.2f} eV")

# ---- coupled cluster and second order in the same small basis
e_cf4, roots, ref = coupled_cluster(cf4, n_roots=3)
e_ion_cc, _, ref_ion = coupled_cluster(cf3_ion, 1)
e_f_cc, _, ref_f = coupled_cluster(F_ATOM, 0, 1)
iv_cc, lim_cc = roots.min() * EV, (e_ion_cc + e_f_cc - e_cf4) * EV
corr4 = library_mp2(ref)
iv_data = fitted(run_hf(cf4, TINY))
assert abs(corr4 - mp2_correlation(iv_data)) < 2e-3
iv_2[TINY] = -sum(self_energy(iv_data)) * EV
lim_2[TINY] = (ref_ion.e_tot + library_mp2(ref_ion) + ref_f.e_tot
               + library_mp2(ref_f) - ref.e_tot - corr4) * EV
assert np.ptp(roots) * EV < 0.05     # threefold degenerate lone-pair hole
print(f"three lowest IP-EOM-CCSD roots differ by: {np.ptp(roots) * EV:.4f} eV")
print(f"second order, 6-31G: I_2 {iv_2[TINY]:.2f}, limit {lim_2[TINY]:.2f} eV")
print(f"CCSD/6-31G: I_v {iv_cc:.2f}, limit {lim_cc:.2f} eV")
iv = iv_2[LARGE] + iv_cc - iv_2[TINY]
limit = lim_2[LARGE] + lim_cc - lim_2[TINY]
margin = iv - limit
print(f"combined I_v of CF4: {iv:.2f} eV")
print(f"combined limit CF3+ + F: {limit:.2f} eV")
print(f"combined margin: {margin:.2f} eV = {margin * const.e * const.N_A / 1e3:.0f}"
      " kJ/mol")
assert margin > 0 and iv_cc > lim_cc
assert abs(shift_iv - shift_lim) < margin

# ---- thermochemical cycle and the competing F+ channel (MP2/def2-SVP)
e_cf3 = mp2_energy(run_hf(cf_shape(r4, TETRA), SMALL, 0, 1))
e_fplus = mp2_energy(run_hf(F_ATOM, SMALL, 1, 2))
bond, ion_f = (e_cf3 + e_fatom - e0) * EV, (e_fplus - e_fatom) * EV
ion_cf3 = (e_ion - e_cf3) * EV
print(f"cycle, MP2/def2-SVP: D(CF3-F) {bond:.2f}, I(CF3) {ion_cf3:.2f},"
      f" I(F) {ion_f:.2f} eV")
print(f"limit CF3 + F+, MP2/def2-SVP: {bond + ion_f:.2f} eV")
assert ion_f > ion_cf3 and bond + ion_f > iv


# ---- dissociation path of the ion
def path_shape(R):
    x = min(1.0, (R - r4) / 0.6)
    return cf_shape(r4 + x * (r3 - r4), TETRA + x * (90.0 - TETRA), R)


print("near path, IP-EOM-CCSD/6-31G: R (angstrom), E - E(start), gap (eV)")
near_R, near_E, near_gap = [r4, 1.45, 1.65], [(e_cf4 + roots.min()) * EV], [iv_cc]
for R in near_R[1:]:
    e, root, _ = coupled_cluster(path_shape(R), n_roots=1)
    near_E.append((e + root[0]) * EV)
    near_gap.append(root[0] * EV)
for R, e, gap in zip(near_R, near_E, near_gap):
    print(f"  {R:.2f}  {e - near_E[0]:+.2f}  {gap:.2f}")
assert max(near_E[1:]) < near_E[0]

# fragment densities start the far part, where the hole sits on the leaving F
n_ao = atom_small.mol.nao
rest = np.r_[0:n_ao, 2 * n_ao:5 * n_ao]
pieces = np.zeros((5 * n_ao, 5 * n_ao))
pieces[np.ix_(rest, rest)] = alpha_density(ion_small)
pieces[n_ao:2 * n_ao, n_ao:2 * n_ao] = alpha_density(atom_small)
print("far path, MP2/def2-SVP: R (angstrom), E - limit (eV), charge, spin of F")
far, R_end = [], 3.5
for R in (1.90, 2.40, R_end):
    state = run_hf(path_shape(R), SMALL, 1, 1, pieces)
    far.append((mp2_energy(state) - e_limit) * EV)
    overlap = state.mol.intor("int1e_ovlp")
    n_a, n_b = [np.sum((d * overlap)[n_ao:2 * n_ao])
                for d in np.asarray(state.make_rdm1())]
    q, s = 9 - n_a - n_b, n_a - n_b
    print(f"  {R:.2f}  {far[-1]:+.2f}  {q:+.2f}  {s:.2f}")
assert max(far) < margin                        # below the vertical ion
assert abs(far[-1]) < 0.2                       # joins the separate fragments
assert abs(q) < 0.1 and abs(s - 1) < 0.1        # neutral F leaves

# ---- zero-point energy and spread, one frequency for all modes (rough)
masses = ref.mol.atom_mass_list(isotope_avg=True) * AMU
m_f, m_cf3 = masses[1], masses.sum() - masses[1]
mu = m_f * m_cf3 / (m_f + m_cf3)
omega = np.sqrt(curvature * BOHR**2 / (4 * m_f))
width = np.sqrt(1 / (2 * mu * omega))
x = np.linspace(-8 * width, 8 * width, 1201)
h = x[1] - x[0]
levels, states = eigh_tridiagonal(
    1 / (mu * h**2) + 0.5 * mu * omega**2 * x**2,
    np.full(len(x) - 1, -0.5 / (mu * h**2)), select="i", select_range=(0, 1))
assert abs((levels[1] - levels[0]) / omega - 1) < 1e-3
assert abs(np.sqrt(np.sum(states[:, 0]**2 * x**2)) / width - 1) < 1e-3
zero_point = 1.5 * omega * EV
margin0 = margin + zero_point
slope = (near_gap[1] - near_gap[0]) / (near_R[1] - near_R[0])
spread = abs(slope) * width * BOHR
print(f"breathing quantum of CF4: {omega * EV:.3f} eV")
print(f"zero-point energy of three lost modes, rough: {zero_point:.2f} eV")
print(f"margin with zero-point energy: {margin0:.2f} eV")
print(f"slope of the gap along the path: {slope:.1f} eV/angstrom")
print(f"zero-point width of R: {width * BOHR:.3f} angstrom")
print(f"spread of I_v, rough: {spread:.2f} eV")
assert spread < margin

# ---- time scales in the plasma
E_el, p_mtorr, T_gas, rate = 30.0, 20.0, 300.0, 1e-9   # eV, mTorr, K, cm3/s
t_el = 2 * r4 * 1e-10 / np.sqrt(2 * E_el * const.e / const.m_e)
t_vib = 2 * np.pi * const.hbar / (omega * EV * const.e)
v_rel = np.sqrt(2 * margin0 * const.e / (mu * const.m_e))
t_sep = 2 * (R_end - r4) * 1e-10 / v_rel
density = p_mtorr * 1e-3 * const.torr / (const.k * T_gas) * 1e-6
t_col = 1 / (density * rate)
print(f"passage of a {E_el:.0f} eV electron: {t_el * 1e15:.3f} fs")
print(f"breathing period of CF4: {t_vib * 1e15:.1f} fs")
print(f"recoil speed if all excess is translation: {v_rel / 1e3:.2f} km/s")
print(f"separation time to {R_end:.1f} angstrom: {t_sep * 1e15:.0f} fs")
print(f"gas density at {p_mtorr:.0f} mTorr, {T_gas:.0f} K: {density:.2e} cm^-3")
print(f"collision time for rate {rate:.0e} cm3/s: {t_col * 1e6:.2f} us")
assert t_el < 0.05 * t_vib and t_col > 1e4 * t_sep

# ---- control: CF2 with round geometry; its ion should lie below the limit
r2, r1, half = 1.30, 1.17, np.radians(105.0 / 2)
cf2 = [["C", (0.0, 0.0, 0.0)],
       ["F", (r2 * np.sin(half), 0.0, r2 * np.cos(half))],
       ["F", (-r2 * np.sin(half), 0.0, r2 * np.cos(half))]]
cf_ion = [["C", (0.0, 0.0, 0.0)], ["F", (0.0, 0.0, r1)]]
e_cf2, roots2, _ = coupled_cluster(cf2, n_roots=1, basis=SMALL)
iv2 = roots2[0] * EV
lim2 = (coupled_cluster(cf_ion, 1, basis=SMALL)[0]
        + coupled_cluster(F_ATOM, 0, 1, basis=SMALL)[0] - e_cf2) * EV
print(f"control bonds CF2 (105 deg), CF+: {r2:.2f}, {r1:.2f} angstrom")
print(f"control CF2, CCSD/def2-SVP: I_v {iv2:.2f}, limit CF+ + F {lim2:.2f},"
      f" margin {iv2 - lim2:+.2f} eV")
assert iv2 < lim2

print("all assertions hold")
```

It prints:

```
self-energy of F-, formula and derivative: 2.506, 2.507 eV
C-F bond used for CF4, CF3+: 1.32, 1.23 angstrom
computed minima (MP2/def2-SVP): 1.321, 1.233 angstrom
second order, def2-svp: I_2 14.71, limit 14.45 eV
second order, def2-tzvp: I_2 14.64, limit 14.70 eV
minus highest occupied HF level, def2-tzvp: 18.63 eV
basis shift of I_2, limit, difference: -0.08, +0.25, -0.33 eV
three lowest IP-EOM-CCSD roots differ by: 0.0000 eV
second order, 6-31G: I_2 14.82, limit 14.43 eV
CCSD/6-31G: I_v 16.17, limit 14.41 eV
combined I_v of CF4: 15.99 eV
combined limit CF3+ + F: 14.67 eV
combined margin: 1.32 eV = 127 kJ/mol
cycle, MP2/def2-SVP: D(CF3-F) 5.90, I(CF3) 8.55, I(F) 16.96 eV
limit CF3 + F+, MP2/def2-SVP: 22.86 eV
near path, IP-EOM-CCSD/6-31G: R (angstrom), E - E(start), gap (eV)
  1.32  +0.00  16.17
  1.45  -0.58  15.39
  1.65  -1.17  13.40
far path, MP2/def2-SVP: R (angstrom), E - limit (eV), charge, spin of F
  1.90  +0.38  +0.07  1.01
  2.40  -0.20  +0.04  1.01
  3.50  -0.09  +0.01  1.00
breathing quantum of CF4: 0.116 eV
zero-point energy of three lost modes, rough: 0.17 eV
margin with zero-point energy: 1.49 eV
slope of the gap along the path: -6.0 eV/angstrom
zero-point width of R: 0.035 angstrom
spread of I_v, rough: 0.21 eV
passage of a 30 eV electron: 0.081 fs
breathing period of CF4: 35.8 fs
recoil speed if all excess is translation: 4.39 km/s
separation time to 3.5 angstrom: 99 fs
gas density at 20 mTorr, 300 K: 6.44e+14 cm^-3
collision time for rate 1e-09 cm3/s: 1.55 us
control bonds CF2 (105 deg), CF+: 1.30, 1.17 angstrom
control CF2, CCSD/def2-SVP: I_v 11.94, limit CF+ + F 13.88, margin -1.93 eV
all assertions hold
```
